# Why a Short Dead-End Pipe Can Dominate Reactor Purge Time

In atomic layer deposition a chamber is filled with one precursor, purged with inert gas, and then exposed to a second reactant. The purge must remove the first precursor so that the two do not meet in the gas. Suppose the purge gas replaces the chamber volume every 0.05 s. A stirred chamber then falls to one millionth of its initial precursor concentration in 0.69 s. Now attach a pipe 10 cm long and 1 cm wide, closed at its far end, such as the stub leading to a gauge or a shut valve. It adds less than 1% to the volume, yet in the model worked out below the purge takes 2.8 s. Why does so little gas cost so much time?

## What the purge flow cannot reach

Let the chamber have volume $V$ and the purge a volumetric flow $Q$, so that the residence time is $\tau=V/Q$. The pipe has cross-section $A$ and length $L$, with $x=0$ at its mouth and $x=L$ at its closed end. Chamber and pipe both start at precursor concentration $c_0$. The pipe fills by the same slow diffusion that empties it, so this start presumes a dose long enough to fill the pipe; a shorter dose is considered with the numbers below. SI units are used.

The precursor is taken to be dilute in inert gas from the start, and pressure and temperature are constant, so the total amount of gas in any part of the pipe is fixed. A net flow through a cross-section would change the amount between that section and the closed end. There is therefore no net flow, and the precursor moves by diffusion. Its flux in the $+x$ direction is $-D\,\partial c/\partial x$, with $D$ the diffusion coefficient. Conservation in a thin slice gives

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2},\qquad \left.\frac{\partial c}{\partial x}\right|_{x=L}=0 .$$

The second condition says that nothing crosses the closed end. This one-dimensional description assumes a pipe longer than it is wide and neglects the small region at the mouth that the chamber flow stirs. Adsorption on the walls and chemical reactions are also left out, although slow desorption can itself prolong a real purge.

## Why the length enters squared

Follow one molecule as a random walker that hops a distance $h$ left or right with equal probability after each time $\delta$. Its diffusion coefficient is $D=h^2/(2\delta)$. Let $T(x)$ be the mean time to reach the mouth from $x$. One hop takes $\delta$ and leaves the walker at $x\pm h$, so

$$T(x)=\delta+\tfrac12\left[T(x+h)+T(x-h)\right].$$

Expanding for small $h$, the first derivatives cancel because neither direction is preferred. What remains is $0=\delta+\tfrac12h^2T''$, or

$$D\,T''=-1 .$$

A walker at the mouth has already escaped, so $T(0)=0$. At the closed end a hop into the wall leaves the walker in place. The hop equation there gives a difference $2\delta=h^2/D$ between the last two sites, hence a slope $h/D$, which vanishes as $h\to0$. Thus $T'(L)=0$. Integrating once gives $T'=(L-x)/D$, and integrating again gives

$$T(x)=\frac{x(2L-x)}{2D}.$$

From the closed end the mean escape time is $L^2/(2D)$. The average over a uniformly filled pipe is

$$\frac1L\int_0^L\frac{2Lx-x^2}{2D}\,dx=\frac{1}{2DL}\left(L^3-\frac{L^3}{3}\right)=\frac{L^2}{3D}.$$

The square comes from the cancellation of the first derivatives: a walker without a preferred direction makes no progress at first order. With $D=0.01\ \mathrm{m^2/s}$ and $L=0.1$ m, $L^2/D=1$ s. Solving the hop equations directly for a pipe divided into 300 sites gives 0.500 s from the closed end and 0.334 s on average, in agreement with the two formulas.

## How a pipe empties into a clean chamber

A purge specification concerns the last traces, so the mean escape time is not enough. Hold the mouth at $c=0$ and seek solutions $X(x)e^{-\lambda t}$. The diffusion equation gives $X''=-(\lambda/D)X$. The clean mouth selects $X=\sin kx$ with $\lambda=Dk^2$, and the closed end requires $\cos kL=0$. Hence

$$k_n=\frac{(n+\frac12)\pi}{L},\qquad \lambda_n=\frac{(n+\frac12)^2\pi^2D}{L^2},\qquad n=0,1,2,\ldots$$

The slowest time constant is

$$t_d=\frac1{\lambda_0}=\frac{4L^2}{\pi^2D}.$$

These sine functions are mutually orthogonal on the pipe, because the boundary terms vanish when $X_mX_n''-X_nX_m''$ is integrated. Each has $\int_0^L\sin^2k_nx\,dx=L/2$. The uniform filling $c_0$ therefore contains mode $n$ with amplitude

$$a_n=\frac{2}{L}\int_0^Lc_0\sin k_nx\,dx=\frac{2c_0}{k_nL},$$

where $\cos k_nL=0$ was used. Gas leaves in the $-x$ direction at the rate $J=AD\,\partial c/\partial x$ taken at $x=0$. Each mode contributes $ADa_nk_ne^{-\lambda_nt}$, and the factors $k_n$ cancel:

$$J(t)=\frac{2ADc_0}{L}\sum_{n=0}^{\infty}e^{-\lambda_nt}.$$

## What the chamber sees

The chamber concentration $C(t)$ is also the concentration at the mouth. The chamber balance is

$$V\frac{dC}{dt}=-QC+AD\left.\frac{\partial c}{\partial x}\right|_{x=0}.$$

If leakage is weak, the mouth first follows $c_0e^{-t/\tau}$. This fall is a succession of small drops: between $s$ and $s+ds$ the mouth falls by $c_0k(s)\,ds$, with $k(s)=e^{-s/\tau}/\tau$. A drop of the full size $c_0$ would start the outflow $J$. Since diffusion is linear, the actual outflow is

$$J_1(t)=\int_0^tk(s)J(t-s)\,ds .$$

Solving the chamber balance with this source, and using $1/V=1/(Q\tau)$, gives

$$C(t)=c_0e^{-t/\tau}+\frac1Q\int_0^tk(s)J_1(t-s)\,ds .$$

The kernel $k$ now acts twice. Its convolution with itself is $\int_0^s\tau^{-2}e^{-u/\tau}e^{-(s-u)/\tau}du=(s/\tau^2)e^{-s/\tau}$, so

$$\frac{C(t)}{c_0}=e^{-t/\tau}+\frac1{Qc_0}\int_0^t\frac{s}{\tau^2}e^{-s/\tau}J(t-s)\,ds .$$

The first term is the flushing of the chamber. The second is the pipe, delayed once because the mouth takes time to become clean and once because the chamber takes time to respond.

At late times the slowest mode is left. If $\tau<t_d$, inserting $J=(2ADc_0/L)e^{-t/t_d}$ leaves the integral

$$\int_0^t\frac{s}{\tau^2}e^{-s(1/\tau-1/t_d)}ds\;\longrightarrow\;\frac{1}{\tau^2(1/\tau-1/t_d)^2}=\frac1{(1-\tau/t_d)^2},$$

where the upper limit may be taken to infinity once $t(1/\tau-1/t_d)\gg1$. With the dimensionless leakage parameter $\beta=AD/(QL)$,

$$\frac{C(t)}{c_0}\simeq\frac{2\beta}{(1-\tau/t_d)^2}\,e^{-t/t_d}.$$

The other contributions decay faster, through $\tau$ or the higher $\lambda_n$. Setting the left side equal to the permitted residue $\varepsilon$ gives the purge time

$$t_\varepsilon\simeq t_d\ln\frac{2\beta}{\varepsilon(1-\tau/t_d)^2},$$

whereas the chamber alone needs $\tau\ln(1/\varepsilon)$. The small pipe area reduces the argument of the logarithm. The slow diffusion multiplies the whole logarithm.

## The neglected feedback

Leaked gas keeps the mouth slightly dirty, which the derivation ignored after the initial flush. Its effect on the slowest mode follows from the chamber balance. For a decay $e^{-t/t_d}$, the balance reads $(Q-V/t_d)C=AD\,\partial c/\partial x$ at the mouth, so $C=\ell\,\partial c/\partial x$ with

$$\ell=\frac{AD}{Q(1-\tau/t_d)} .$$

Extended in a straight line, the pipe profile reaches zero at $x=-\ell$ rather than at the mouth. The pipe behaves as if its length were $L+\ell$, and since $t_d\propto L^2$, its time constant grows by the fraction $2\ell/L=2\beta/(1-\tau/t_d)$ to leading order. This must be small, so the formulas need $\beta\ll1$ and fail when $\tau$ is close to $t_d$. Even a small shift accumulates in the exponent, so the simple exponential also fails after very many time constants.

## The numbers

The parameters are round model values: $V=10^{-3}\ \mathrm{m^3}$ (1 litre), $Q=0.02\ \mathrm{m^3/s}$, $D=0.01\ \mathrm{m^2/s}$, and $\varepsilon=10^{-6}$. For a chosen molar mass of 0.1 kg/mol at 400 K, the mean molecular speed $\bar v=\sqrt{8RT/(\pi M)}$ is 291 m/s. The elementary estimate $D=\bar v\,l/3$ then gives a mean free path $l$ of about 0.1 mm. This is far below the 10 mm pipe width, so precursor molecules collide mostly with other gas molecules rather than with the wall, as ordinary diffusion requires. The stirred chamber is an idealisation at these values. Diffusion across a 10 cm chamber takes about 1 s, far longer than $\tau$, and flow at such low pressure is laminar. A real chamber is swept rather than stirred, so the chamber-alone times and the ratios formed with them belong to the stirred model.

The time constant and leakage parameter are

$$t_d=\frac{4}{\pi^2}\times1\ \mathrm{s}=0.405\ \mathrm{s},\qquad
\beta=\frac{(7.854\times10^{-5})(0.01)}{(0.02)(0.1)}=3.93\times10^{-4}.$$

With $\tau/t_d=0.123$, the late amplitude is $2\beta/(0.877)^2=1.02\times10^{-3}$, and

$$t_\varepsilon\simeq0.405\ \mathrm{s}\times\ln(1.02\times10^3)=2.81\ \mathrm{s}.$$

The chamber alone needs $0.05\ \mathrm{s}\times\ln10^6=0.691$ s, so the pipe lengthens the purge by a factor of 4.07. A numerical solution of the coupled chamber and pipe, which keeps the feedback, also gives 2.81 s; the formula is low by less than 0.1% of that value. The coupled time constant is 0.40565 s instead of 0.40528 s, an increase of 0.09%, as the estimate $2\beta/(1-\tau/t_d)$ predicts. Both calculations treat the gas as unstirred right up to the mouth. If the chamber flow stirred the first centimetre of the pipe, the diffusion length would be 9 cm and $t_d$ would be 19% shorter. Conversely, gas just outside the mouth that the flow does not sweep away adds up to about 4 mm of effective length and makes $t_d$ up to 8% longer. The agreement between the two calculations is therefore not the accuracy expected for a real pipe. The full pipe is also an assumption. Since the equations are linear, a dose of duration $t_p$ into a clean system leaves the slowest mode with only the fraction $1-e^{-t_p/t_d}$ of its amplitude. A 0.1 s dose then gives a purge of about 2.25 s, with $\varepsilon$ measured against the chamber concentration at the end of the dose. Further values for the full pipe are in the numerical output.

At 0.691 s, when the chamber alone would be clean, how much is left in the pipe? For a clean mouth, mode $n$ contributes $(a_n/c_0)\,(1/L)\int_0^L\sin k_nx\,dx=2/(k_nL)^2$ to the mean remaining fraction. This is $8/\pi^2$ for $n=0$. The gradual cleaning of the mouth applies the kernel $k$ once and supplies one factor $1/(1-\tau/t_d)$. The late remaining fraction is therefore

$$\frac{8}{\pi^2}\,\frac{e^{-t/t_d}}{1-\tau/t_d},$$

which gives 0.168 here; the coupled solution gives 0.1685. The pipe volume is 0.785% of the chamber volume, so the pipe still holds about 0.13% of the chamber's original content. That is more than a thousand times the amount permitted in the chamber. Its leakage holds the chamber at $1.87\times10^{-4}$, or 187 times the target.

## Length, volume and flow

Stored volume by itself does not explain the delay. If the pipe's gas were perfectly mixed with the chamber's, the purge would take 0.696 s, less than 1% longer than without the pipe. Halving the pipe's length while doubling its area keeps the volume but cuts the purge from 2.81 s to 0.96 s. This happens although $\beta\propto A/L$ becomes four times larger, because $t_d$ becomes four times smaller. The wider pipe is only about 3.5 widths long, so the one-dimensional result is rougher there.

More purge flow helps little. Doubling $Q$ halves the time of the chamber alone, to 0.345 s, but reduces the time with the pipe only to 2.47 s, a saving of 12%. The flow has changed the logarithm and left $t_d$ as it was. Most of the saving, $t_d\ln2=0.28$ s, comes from halving $\beta$; the rest comes from the smaller $\tau/t_d$.

The dependence on length is as follows, at fixed pipe width:

| $L$ (m) | $t_d$ (s) | purge time (s) |
|---|---|---|
| 0.02 | 0.016 | 0.692 |
| 0.05 | 0.101 | 0.887 |
| 0.10 | 0.405 | 2.81 |
| 0.20 | 1.62 | 9.79 |

From 0.10 to 0.20 m, $t_d$ grows fourfold but the purge time grows by a factor of 3.48. The longer pipe has a smaller late amplitude, which lowers the logarithm. The square law belongs to the diffusion time. The purge time follows it, up to this correction, only when the slowest pipe mode controls the end of the purge, as it does for these two lengths. Between the two shortest pipes in the table there is no such growth: $t_d$ rises about sixfold, but the purge time by only 28%, because the chamber still controls the purge at 2 cm.

## When the pipe does not matter

The first condition for dominance is that the pipe be slower than the chamber. Setting $t_d=\tau$ gives the crossover length

$$L_*=\frac{\pi}{2}\sqrt{D\tau}=0.035\ \mathrm{m}.$$

The late formula fails close to this length. The crossover decides whether $\tau$ or $t_d$ sets the final decay, but a pipe just above it still costs little: a 4 cm pipe adds about 5%. The 2 cm pipe lies below it and adds only 0.2% to the purge time, although with a length of two widths it is a rough case for the model. The 5 cm pipe lies above it and adds 28%.

The second condition concerns the target. At the time when the chamber alone would reach $\varepsilon$, the pipe's leakage must still hold the concentration well above $\varepsilon$. For $\varepsilon=10^{-2}$ the 10 cm pipe fails this condition: the purge takes 0.234 s with it and 0.230 s without it. A pipe can therefore be harmless for a loose specification and control a strict one in the same reactor.

## Before the closed end is felt

There is a second limit in which even a slow pipe shows no square law. For $t\ll L^2/D$ many modes contribute, and their sum approaches an integral. The points $n+\frac12$ are midpoints of unit intervals, so

$$\sum_{n=0}^{\infty}e^{-(n+\frac12)^2\pi^2Dt/L^2}\simeq\int_0^\infty e^{-\pi^2Dty^2/L^2}dy=\frac{L}{2\sqrt{\pi Dt}} .$$

The length cancels from the outflow, leaving $J\simeq Ac_0\sqrt{D/(\pi t)}$. Gas near the mouth leaves before the closed end has any influence.

If also $t\gg\tau$, this outflow changes little over the width of the kernel $(s/\tau^2)e^{-s/\tau}$. The kernel has unit area and mean $\int_0^\infty(s^2/\tau^2)e^{-s/\tau}ds=2\tau$. To first order in $\tau/t$ it simply delays the outflow by $2\tau$. The flushing term $e^{-t/\tau}$ must also have fallen well below this small leakage term, which here takes more than ten residence times. Then

$$\frac{C(t)}{c_0}\simeq\frac AQ\sqrt{\frac{D}{\pi(t-2\tau)}} .$$

At 0.8 s this gives $2.65\times10^{-4}$. The coupled solution gives $2.64\times10^{-4}$ for a 20 cm pipe and $2.66\times10^{-4}$ for a 40 cm pipe. Doubling the length has hardly changed the residue at this moment. A target reached during this stage has a purge time almost independent of $L$. A stricter target must wait for gas from the depth of the pipe, and then the time proportional to $L^2$ takes control.

## Computed results

```
Chamber volume: 0.0010 m^3
Purge flow: 0.0200 m^3/s
Chamber residence time: 0.0500 s
Diffusion coefficient: 0.0100 m^2/s
Pipe length: 0.100 m
Pipe diameter: 0.010 m
Pipe area: 7.8540e-05 m^2
Pipe/chamber volume ratio: 0.00785 (no unit)
Target residual fraction: 1.0e-06 (no unit)
Temperature for regime check: 400.0 K
Molar mass for regime check: 0.100 kg/mol
Mean molecular speed: 291.0 m/s
Estimated mean free path: 1.031e-04 m
L^2/D: 1.0000 s
Random-walk escape from closed end: 0.5000 s
Random-walk escape, pipe average: 0.3339 s
Pipe time constant, formula: 0.40528 s
Slowest time constant, coupled model: 0.40565 s
Leakage parameter beta: 3.9270e-04 (no unit)
Late amplitude: 1.0220e-03 (no unit)
Time-constant crossover length: 0.0351 m
Purge time, chamber alone: 0.6908 s
Purge time, pipe volume perfectly mixed: 0.6962 s
Purge time with pipe, coupled model: 2.8106 s
Purge time with pipe, late formula: 2.8084 s
Purge-time ratio, with/without pipe: 4.069
Pipe fraction left at chamber-alone time: 0.1685 (no unit)
Chamber fraction at that time: 1.8706e-04 (no unit)
At 0.2 s, chamber fraction with pipe: 1.9020e-02; alone: 1.8316e-02 (no unit)
At 0.5 s, chamber fraction with pipe: 3.4435e-04; alone: 4.5400e-05 (no unit)
At 1.0 s, chamber fraction with pipe: 8.6794e-05; alone: 2.0612e-09 (no unit)
At 2.0 s, chamber fraction with pipe: 7.3767e-06; alone: 4.2484e-18 (no unit)
L=0.02 m: pipe time 0.0162 s; purge time 0.6922 s
L=0.05 m: pipe time 0.1013 s; purge time 0.8871 s
L=0.10 m: pipe time 0.4053 s; purge time 2.8106 s
L=0.20 m: pipe time 1.6211 s; purge time 9.7883 s
Purge-time ratio, L=0.20/0.10 m: 3.483
Doubled flow, purge time with pipe: 2.4733 s
Doubled flow, chamber alone: 0.3454 s
Half length and double area, purge time: 0.9579 s
Loose target fraction: 1.0e-02 (no unit)
Loose target, purge time with pipe: 0.2335 s
Loose target, chamber alone: 0.2303 s
Tail at 0.8 s, L=0.20 m: 2.6425e-04 (no unit)
Tail at 0.8 s, L=0.40 m: 2.6614e-04 (no unit)
Tail at 0.8 s, formula: 2.6481e-04 (no unit)
```
